# Backscattering Mean Free Path for Isotropic Scattering in Two Dimensions

An electron entering a short transistor channel may cross it without a collision, or it may be scattered and return to the contact it came from. For a given effective mass, mobility measures how long directed momentum survives collisions. Transmission depends on a different event, the conversion of forward flux into backward flux. The two are linked by a length, and the link contains a numerical factor set by the angles at which carriers move.

Consider carriers of a single energy on a circular two-dimensional band. All have speed \(v\), and \(\theta\) is the angle between their velocity and the transport direction \(x\). Let \(f(x,\theta)\,d\theta\) be the number of carriers per unit area moving within \(d\theta\). Scattering is elastic, occurs at total rate \(1/\tau\), and sends a carrier into every direction with equal probability. There is no magnetic field, no electric field in the region considered, and no quantum interference. The steady Boltzmann equation is then

\[
v\cos\theta\,\frac{\partial f}{\partial x}=\frac{\bar f-f}{\tau},\qquad
\bar f=\frac{1}{2\pi}\int_{-\pi}^{\pi}f\,d\theta .
\]

The term \(-f/\tau\) removes carriers from direction \(\theta\), and \(\bar f/\tau\) returns them evenly over all directions.

The time \(\tau\) is the time between collisions. To find the momentum-relaxation time \(\tau_m\), take a spatially uniform distribution that is left to relax, so that \(\partial f/\partial t=(\bar f-f)/\tau\). Its momentum along \(x\) is proportional to \(P=\int\cos\theta\,f\,d\theta\). Since \(\bar f\) does not depend on angle and \(\int_{-\pi}^{\pi}\cos\theta\,d\theta=0\),

\[
\frac{dP}{dt}=\frac{\bar f}{\tau}\int_{-\pi}^{\pi}\cos\theta\,d\theta-\frac{P}{\tau}=-\frac{P}{\tau}.
\]

Hence \(\tau_m=\tau\) for isotropic scattering: one collision erases, on average, all memory of the direction.

Next define the two one-way fluxes, both counted as positive:

\[
F^+=\int_{-\pi/2}^{\pi/2}v\cos\theta\,f\,d\theta,\qquad
F^-=\int_{\rm backward}v|\cos\theta|\,f\,d\theta .
\]

The net flux is \(J=F^+-F^-\). Integrating the Boltzmann equation over all angles makes its right side vanish, so \(J\) is independent of \(x\) and \(dF^+/dx=dF^-/dx\). The backscattering mean free path \(\lambda\) is defined by

\[
\frac{dF^+}{dx}=-\frac{F^+-F^-}{\lambda}.
\]

This fixes only the net change of the forward flux, the loss to the backward stream minus the gain from it. The terms \(F^+/\lambda\) and \(F^-/\lambda\) need not equal the actual loss and gain separately. The claim is that in the bulk, several free paths from any contact, \(\lambda=(\pi/2)v\tau_m\).

In the bulk, try a distribution with a uniform density gradient and an angular part \(h(\theta)\) of zero mean:

\[
f=a+sx+h(\theta).
\]

Here \(\partial f/\partial x=s\) and \(\bar f=a+sx\), so \(\bar f-f=-h\). The Boltzmann equation becomes \(v s\cos\theta=-h/\tau\), which gives

\[
h=b\cos\theta,\qquad b=-sv\tau .
\]

This \(h\) does have zero mean, so the trial form solves the equation without further approximation. If the density falls with \(x\), then \(s<0\) and \(b>0\), and more carriers move forward than backward, as they should.

The fluxes follow from two integrals over the forward half-circle,

\[
\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2,\qquad
\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi}{2}.
\]

On the backward half-circle \(|\cos\theta|\) has the same integral, 2, while \(|\cos\theta|\cos\theta=-\cos^2\theta\) integrates to \(-\pi/2\). Therefore

\[
F^\pm=2v(a+sx)\pm\frac{\pi}{2}vb,\qquad J=\pi vb .
\]

The derivative of \(F^+\) can be found by counting collisions. Let \(n^+\) and \(n^-\) be the densities of forward and backward movers, with \(n=n^++n^-\). Integrate the Boltzmann equation over the forward half-circle. Half of all scattered carriers emerge there, so

\[
\frac{dF^+}{dx}=\frac{1}{\tau}\left(\frac n2-n^+\right)=-\frac{n^+-n^-}{2\tau}.
\]

The factor 2 appears because a collision reverses the sense of motion along \(x\) only half the time. From the bulk distribution, \(n^\pm=\pi(a+sx)\pm2b\), so \(n^+-n^-=4b\). The net flux carried per excess forward carrier is

\[
\frac{J}{n^+-n^-}=\frac{\pi vb}{4b}=\frac{\pi}{4}v .
\]

Eliminating the imbalance gives

\[
\frac{dF^+}{dx}=-\frac{1}{2\tau}\,\frac{4J}{\pi v}=-\frac{2}{\pi v\tau}\,J,
\]

and comparison with the definition yields

\[
\boxed{\lambda=2\tau\cdot\frac{\pi}{4}v=\frac{\pi}{2}\,v\tau_m .}
\]

The factor \(\pi/2\) thus has two sources. The 2 says that half of the collisions leave a carrier in its original half-circle. The \(\pi/4\) is the mean forward speed, in units of \(v\), of the excess carriers, which are distributed as \(\cos\theta\) and so favour directions close to \(x\).

Diffusion gives the same result by another route, and also shows what happens in other dimensions. The density is \(n=2\pi(a+sx)\), so \(dn/dx=2\pi s\). With \(J=\pi vb=-\pi sv^2\tau\), the diffusion coefficient is

\[
D=-\frac{J}{dn/dx}=\frac{v^2\tau}{2}.
\]

In equilibrium the forward movers fill their half-circle evenly, and their mean velocity along \(x\) is \(v^+=v\,(2/\pi)\). The density-dependent part of \(F^+\) is \(nv^+/2\), since half the carriers move forward, while the part proportional to \(b\) does not vary with \(x\). Hence

\[
\frac{dF^+}{dx}=\frac{v^+}{2}\frac{dn}{dx}=-\frac{v^+}{2D}J,
\qquad \lambda=\frac{2D}{v^+}=\frac{v^2\tau}{2v/\pi}=\frac{\pi}{2}v\tau .
\]

The same argument applies to isotropic scattering in one and three dimensions, because the angular correction is again proportional to the velocity component along \(x\). In one dimension \(D=v^2\tau\) and \(v^+=v\), so \(\lambda=2v\tau\): every carrier moves along the line, and half the collisions reverse it. In three dimensions the mean of \(\cos^2\theta\) over the sphere is \(1/3\) and the mean of \(\cos\theta\) over the forward hemisphere is \(1/2\), so \(D=v^2\tau/3\), \(v^+=v/2\) and \(\lambda=(4/3)v\tau\).

Isotropic scattering is sufficient for the two-dimensional result but not necessary. Suppose elastic scattering through an angle \(\alpha\) has rate \(W(\alpha)\,d\alpha\), with \(W(\alpha)=W(-\alpha)\). Acting on \(\cos\theta\), the collision term gives

\[
\int_{-\pi}^{\pi} W(\alpha)\left[\cos(\theta+\alpha)-\cos\theta\right]d\alpha
=-\frac{\cos\theta}{\tau_m},
\]

\[
\frac1{\tau_m}=\int_{-\pi}^{\pi}W(\alpha)(1-\cos\alpha)\,d\alpha ,
\]

because the \(\sin\theta\sin\alpha\) term integrates to zero. The bulk solution is therefore the one above with \(b=-sv\tau_m\). Then \(J=-\pi sv^2\tau_m\) and \(dF^+/dx=2vs\), so their ratio again gives \(\lambda=(\pi/2)v\tau_m\). What changes is the relation between \(\tau_m\) and the time between collisions. A numerical solution of the angular equation for a forward-peaked case with \(\tau_m=2.5\,\tau\) gives \(\lambda/(v\tau_m)=1.5708\), the same as for isotropic scattering.

The word "bulk" matters. Consider a slab much thinner than the free path \(\ell=v\tau\), fed from the left by a contact in equilibrium. The injected carriers fill the forward half-circle evenly, so the fraction of the incoming flux in \(d\theta\) is \(\tfrac12\cos\theta\,d\theta\). A carrier at angle \(\theta\) travels a distance \(L/\cos\theta\) across the slab. The fraction of the flux that scatters is

\[
\int_{-\pi/2}^{\pi/2}\frac{\cos\theta}{2}\left(1-e^{-L/(\ell\cos\theta)}\right)d\theta
\;\longrightarrow\;\frac{\pi L}{2\ell}\qquad(L\ll\ell).
\]

The limit is safe at grazing angles: since \(1-e^{-y}\le y\), the integrand divided by \(L/\ell\) never exceeds \(1/2\), and it tends to \(1/2\) at each angle inside the range. Half of the scattered carriers leave through the entrance, and further collisions are negligible at this order. The reflected fraction is therefore

\[
R\simeq\frac{\pi L}{4\ell}=\frac{L}{(4/\pi)v\tau}.
\]

The corresponding length is \(1.273\,v\tau\), shorter than the bulk value \(1.571\,v\tau\). Freshly injected carriers include many that move at steep angles to \(x\); they spend a long time in each unit of length and scatter early. Their mean forward speed is \(2v/\pi\), and \(2\tau(2v/\pi)=4v\tau/\pi\). In the bulk the net flux is carried by the \(\cos\theta\) excess, with the higher mean speed \(\pi v/4\). The bulk length \((\pi/2)v\tau_m\) therefore does not give the backscattering per unit length of freshly injected carriers.

The bulk length is useful because it leads to a simple transmission formula. Assume that the two-flux equation holds with constant \(\lambda\) throughout a channel of length \(L\), and that nothing enters from the right, so \(F^-(L)=0\) and \(F^+(L)=J\). Since \(J\) is constant, integration back from \(x=L\) gives

\[
F^+(x)=J+\frac{J}{\lambda}(L-x),\qquad
T=\frac{J}{F^+(0)}=\frac{\lambda}{\lambda+L}.
\]

This extends the bulk law into the contact regions, where the angular distribution is different, so it is an approximation. Its leading behaviour for \(L\gg\lambda\), \(T\simeq\lambda/L\), agrees with diffusion. Solving the Boltzmann equation for the whole slab, with isotropic scattering and an equilibrium contact, shows the size of the error:

| \(L/\ell\) | \(T\), Boltzmann | \(T\), two-flux |
|---|---|---|
| 0.1 | 0.931 | 0.940 |
| 1 | 0.598 | 0.611 |
| 5 | 0.237 | 0.239 |
| 20 | 0.0726 | 0.0728 |

Among the seven lengths computed between \(0.1\,\ell\) and \(20\,\ell\), the largest deviation is 2.2% of the Boltzmann transmission, at \(L=\ell\). The reflected fraction of a thin slab is less accurate. As \(L\to0\) the two-flux formula gives \(R\simeq2L/(\pi\ell)\), which is \(8/\pi^2=0.81\) of the correct value. Around the middle of the slab of length \(20\,\ell\), the computed fluxes give a local \(\lambda=1.571\,\ell\), which confirms the bulk law in a calculation that did not assume the \(\cos\theta\) form.

For a numerical case, take electrons in a tensile-strained silicon quantum well at 300 K, with effective mass \(m=0.19\) electron masses, mobility \(\mu=2000\ \mathrm{cm^2/Vs}\) and channel length 100 nm. These are rough typical parameters, and the mobility is an input. Acoustic phonons motivate the model. At room temperature the long-wavelength ones that scatter these electrons have energies small compared with \(kT\), so the scattering is nearly elastic. In the simplest deformation-potential description, the squared coupling per unit displacement grows as the square of the phonon wave number. The squared vibration amplitude at fixed \(kT\) falls as the inverse square of the sound frequency, and so of the wave number. The two factors cancel, leaving a rate independent of scattering angle. Within one parabolic subband the density of states is constant, so \(\tau\) is also independent of energy. How much of the scattering at the mobility used here comes from acoustic phonons depends on the coupling strength and on the subbands involved, and is not calculated. Treating all the scattering as isotropic, elastic and independent of energy is an assumption of the example.

From \(\mu=q\tau/m\), the relaxation time is \(\tau=m\mu/q=216.1\) fs. A carrier with kinetic energy \(kT=0.02585\) eV has speed \(v=\sqrt{2kT/m}=2.188\times10^7\) cm/s. Thus

\[
v\tau=(2.188\times10^{7}\ \mathrm{cm/s})(216.1\times10^{-15}\ \mathrm{s})
=47.3\ \mathrm{nm},
\]

\[
\lambda(kT)=\frac{\pi}{2}\,v\tau=74.2\ \mathrm{nm}.
\]

The channel is 2.12 free paths long. The two-flux formula gives \(T=74.2/(74.2+100)=0.426\), and the Boltzmann solution gives 0.419. A separate simulation of 200,000 random flights through the same slab also gives 0.419.

A thermal population contains many energies. At small bias, the current at each energy is the transmission times a weight proportional to the forward speed, the density of states and \(-\partial f_0/\partial E\), where \(f_0\) is the equilibrium occupation. For a nondegenerate population in one subband this weight is \(\sqrt E\,e^{-E/kT}\). With constant \(\tau\), \(\lambda(E)=\lambda(kT)\sqrt u\), where \(u=E/kT\), and the average is

\[
\lambda_0=\lambda(kT)\frac{\int_0^\infty u\,e^{-u}du}{\int_0^\infty\sqrt u\,e^{-u}du}
=\frac{2}{\sqrt\pi}\lambda(kT)=\tau\sqrt{\frac{2\pi kT}{m}} .
\]

The same length follows from mobility. The Einstein relation gives \(D=(kT/q)\mu=kT\tau/m\), and the thermal mean forward speed is \(v_T=\sqrt{2kT/(\pi m)}\), so \(2D/v_T=\tau\sqrt{2\pi kT/m}=\lambda_0\). Here \(D=0.02585\times2000=51.7\ \mathrm{cm^2/s}\) and \(v_T=1.234\times10^7\) cm/s, hence

\[
\lambda_0=\frac{2(51.7\ \mathrm{cm^2/s})}{1.234\times10^7\ \mathrm{cm/s}}
=83.8\ \mathrm{nm}=0.0838\ \mu\mathrm{m}.
\]

Inserting \(\lambda_0\) in the two-flux formula gives \(T=0.456\), whereas averaging the Boltzmann transmission over energy gives 0.428. The estimate is between 6 and 7% too high relative to that average. Part of the excess is the contact error already seen at a single energy. The rest arises because \(\lambda/(\lambda+L)\) is a concave function of \(\lambda\), so its average lies below its value at the average \(\lambda\).

The chosen mobility belongs to a good buried well; silicon inversion layers against an oxide typically have mobilities of a few hundred \(\mathrm{cm^2/Vs}\), and at fixed mass and temperature \(\lambda_0\) shrinks in the same proportion. For a sheet density of \(5\times10^{11}\ \mathrm{cm^{-2}}\) placed in one subband with two spin states and two equivalent valleys, degeneracy raises \(\lambda_0\) by 2.5%. Nonparabolicity lowers the speed at \(kT\), and with it \(\lambda\) at fixed \(\tau\), by about 1.9%. The single-subband assumption is weaker. In an 8 nm well with infinite walls the second subband lies 0.019 eV above the first and holds about 0.48 times its population; scattering between them changes the kinetic energy and makes \(\tau\) depend on energy. The third subband, 0.051 eV above the first, holds a further 0.14 times its population. In addition, about 10% of the carriers in one subband have more kinetic energy than the rough 0.06 eV needed to emit an optical phonon, about 20% of all carriers lie that far above the bottom of the lowest subband and can emit into it, and carriers of any energy can absorb one; both processes break the elastic assumption. With the mobility given and a nondegenerate population, \(\lambda_0=2D/v_T\) does not depend on how \(\tau\) varies with energy, and the second subband leaves \(v_T\) unchanged because it has the same in-plane mass. What these effects change is \(\lambda\) at each energy and the transmission, and those changes have not been calculated. The 84 nm rests on the mobility put in and is not a prediction for a particular device. If the device warms to 400 K and \(\tau\) falls as \(1/T\), then \(\lambda_0\propto\sqrt T\,\tau\propto T^{-1/2}\), and it drops to about 73 nm. The \(1/T\) law is that of acoustic scattering within one subband. Acoustic scattering between the subbands of the 8 nm well already makes the mobility fall roughly as \(T^{-1.5}\) over this range, which gives about 64 nm.

The semiclassical description itself is reasonable here: the electron wave number times the free path is 17 at energy \(kT\), well above one. A bias of 5 mV is 0.19 of \(kT/q\), small enough for a linear-response estimate. At larger bias the field accelerates carriers within the channel, and a carrier scattered after losing enough potential energy may be unable to return to the source. The transmission from a constant \(\lambda\) over the full channel length then no longer describes the device. The remaining estimates for this example are in the numerical output.

## Values computed for the example and the checks

```
Bulk lambda/(v tau_m), isotropic: 1.57078
Bulk lambda/(v tau_m), forward-peaked: 1.57078
Forward-peaked tau_m/tau: 2.500
Flux per excess forward carrier / v: 0.78539
Local lambda/(v tau) inside long slab: 1.57091
Thin-slab L/R in free paths: 1.2767 at L=0.001
Thin-slab limiting value 4/pi: 1.2732
Total contact extrapolation, in free paths: 1.6352
L/free path=0.1: T full=0.9310, two-flux=0.9401
L/free path=0.3: T full=0.8244, two-flux=0.8396
L/free path=1: T full=0.5978, two-flux=0.6110
L/free path=2: T full=0.4322, two-flux=0.4399
L/free path=5: T full=0.2367, two-flux=0.2391
L/free path=10: T full=0.1350, two-flux=0.1358
L/free path=20: T full=0.0726, two-flux=0.0728
Largest two-flux T deviation in table: 2.21 %
Example: strained Si quantum well, rough typical parameters
Temperature: 300 K
Effective mass: 0.19 electron masses
Mobility: 2000 cm2/Vs
Sheet density: 5.0e+11 cm^-2
Channel length: 100 nm
Thermal energy kT: 0.02585 eV
Momentum-relaxation time: 216.1 fs
Speed at kinetic energy kT: 2.188e+07 cm/s
Free path v tau: 47.27 nm
Backscattering lambda at kT: 74.25 nm = 0.0742 um
Diffusion coefficient: 51.70 cm2/s
Thermal one-way speed: 1.234e+07 cm/s
Thermal-average lambda0: 83.78 nm = 0.0838 um
Channel length / free path at kT: 2.116
T at kT: full=0.4188, two-flux=0.4261
T at kT, Monte Carlo: 0.4191
Thermal T: full=0.4284, from lambda0=0.4559
Fermi level above subband / kT: -2.043
Lambda0 with degeneracy: 85.90 nm
Degeneracy change of lambda0: 2.53 %
Nonparabolicity input: 0.5 eV^-1
Nonparabolic speed change at kT: -1.89 %
Upper-valley splitting: 0.18 eV; heavy mass: 0.92 m0
Upper/lower valley population: 0.42 %
Well width: 8 nm; subband gap: 0.0192 eV
Second/first subband population: 0.477
Optical-phonon energy: 0.06 eV
Carriers able to emit it: 9.8 %
Wave number times free path at kT: 17.0
Tunnel barrier: 0.05 eV; log10 probability: -43.4
Bias: 0.005 V; qV/kT: 0.193
Mean field: 0.00050 MV/cm; rough breakdown: 0.3 MV/cm
Field / breakdown field: 0.00167
Lambda0 at 400 K for tau proportional to 1/T: 72.55 nm
```
